**Band offsets from bulk edges and a macroscopic potential lineup**

The program computes the valence and conduction offsets of a planar model junction as `edge_B − edge_A + lineup`. Each bulk edge is measured from its cell-mean electrostatic energy, and `lineup` is the B-minus-A step of the double-window-averaged electrostatic energy. It asserts that these offsets agree with Bloch edges obtained from central cells of the superlattice's total potential, and that a total-potential reference gives the same valence offset. Further assertions compare the Fourier filter with real-space quadrature, the potential step with the dipole of the averaged charge, and the single-window ripple with its prediction from bulk Fourier coefficients. Layer thickness, window width, strain reference, exchange of substrate and confinement are also tested. The output gives a valence offset of −1.222 eV and a conduction offset of −0.057 eV for B strained to A. Using relaxed B edges instead changes the valence offset by 0.649 eV. The crystals have round model parameters and do not represent named materials.

## Program and output

```python
"""Heterojunction offsets from bulk edges and an electrostatic lineup.

Result under test: offset = edge_B - edge_A + lineup, where each bulk edge is
relative to its mean electrostatic energy and lineup is the B-minus-A step
of the macroscopically averaged electrostatic energy in a superlattice.
The independent result comes from Bloch problems for central cells cut from
the superlattice's total self-consistent potential.

Atomic units internally: z is the growth coordinate, area the in-plane cell
area, period the plane spacing, W the integrated short-range attraction.
Each plane has ionic charge +2 and supplies two electrons. All potentials
are electron potential energies. In-plane motion is frozen.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import trapezoid
from scipy.linalg import eigh, eigvalsh

EV = physical_constants["Hartree energy in eV"][0]
ION_CHARGE, ION_WIDTH, SHORT_WIDTH = 2.0, 0.5, 0.8
GRID_STEP = 0.30
A_PERIOD, A_LATERAL, A_W = 6.0, 7.0, 35.0
B_PERIOD, B_LATERAL, B_W = 6.2, 7.2, 42.0
STRAIN_RATIO = 1.0


def kinetic(G, k):
    identity = np.eye(len(G))
    return np.fft.ifft(((G + k)**2 / 2)[:, None]
                       * np.fft.fft(identity, axis=0), axis=0)


def solve(length, area, positions, strengths):
    """Self-consistent Hartree plus local-exchange planar crystal."""
    positions, strengths = np.array(positions), np.array(strengths)
    planes = len(positions)
    size = 2 * int(np.ceil(length / GRID_STEP / 2)) + 1
    G = 2 * np.pi * np.fft.fftfreq(size, length / size)
    phase = np.exp(-1j * np.outer(G, positions))
    volume = area * length
    ionG = (ION_CHARGE / volume * phase.sum(axis=1)
            * np.exp(-G**2 * ION_WIDTH**2 / 2))
    shortG = (-(phase @ strengths) / volume
              * np.exp(-G**2 * SHORT_WIDTH**2 / 2))
    short = np.fft.ifft(shortG).real * size

    def fields(density):
        rhoG = ionG - np.fft.fft(density) / size
        esG = np.zeros(size, dtype=complex)
        esG[1:] = -4 * np.pi * rhoG[1:] / G[1:]**2
        electrostatic = np.fft.ifft(esG).real * size
        exchange = -np.cbrt(3 * np.maximum(density, 0) / np.pi)
        return short + electrostatic + exchange, esG, rhoG

    k_count = 2 * int(np.ceil(24 / planes))
    k_values = (np.arange(k_count // 2) + 0.5) * 2*np.pi/(k_count*length)
    kinetic_matrices = [kinetic(G, k) for k in k_values]
    guessG = (ION_CHARGE / volume * phase.sum(axis=1)
              * np.exp(-G**2 * 1.2**2 / 2))
    potential = fields(np.fft.ifft(guessG).real * size)[0]
    old_potentials, old_residuals = [], []
    for iteration in range(100):
        density = np.zeros(size)
        for matrix in kinetic_matrices:
            _, states = eigh(matrix + np.diag(potential),
                             subset_by_index=[0, planes - 1])
            density += np.sum(np.abs(states)**2, axis=1)
        density *= 2 * size / (volume * len(k_values))
        output, esG, rhoG = fields(density)
        residual = output - potential
        if np.max(np.abs(residual)) < 1e-9:
            break
        old_potentials.append(potential.copy())
        old_residuals.append(residual.copy())
        change = 0.5 * residual
        if len(old_potentials) > 1:
            dv = np.diff(np.array(old_potentials[-7:]), axis=0).T
            dr = np.diff(np.array(old_residuals[-7:]), axis=0).T
            coefficients = np.linalg.lstsq(dr, residual, rcond=None)[0]
            change -= (dv + 0.5 * dr) @ coefficients
        potential = potential + change
    else:
        raise AssertionError("self-consistency was not reached")
    return SimpleNamespace(length=length, planes=planes, G=G,
                           potential=output, totalG=np.fft.fft(output)/size,
                           esG=esG, rhoG=rhoG)


def evaluate(coefficients, G, z):
    return (np.exp(1j * np.outer(np.atleast_1d(z), G)) @ coefficients).real


def average(coefficients, G, z, windows):
    filtered = coefficients.copy()
    for window in windows:
        filtered *= np.sinc(G * window / (2 * np.pi))
    return evaluate(filtered, G, z)


def band_pair(potential, period, k):
    size = len(potential)
    G = 2 * np.pi * np.fft.fftfreq(size, period / size)
    return eigvalsh(kinetic(G, k) + np.diag(potential))[:2]


def bulk(period, area, strength):
    result = solve(period, area, [period / 2], [strength])
    result.edges = band_pair(result.potential, period, np.pi / period)
    for k in np.linspace(0, np.pi / period, 21):
        lower, upper = band_pair(result.potential, period, k)
        assert lower <= result.edges[0] + 1e-7
        assert upper >= result.edges[1] - 1e-7
    return result


def superlattice(count, period_a, period_b, area):
    index = np.arange(count) + 0.5
    positions = np.r_[index*period_a, count*period_a + index*period_b]
    strengths = np.r_[np.full(count, A_W), np.full(count, B_W)]
    result = solve(count*(period_a+period_b), area, positions, strengths)
    result.periods = (period_a, period_b)
    result.centres = np.array([count*period_a/2,
                               count*period_a + count*period_b/2])
    return result


def lineup(system, windows=None, coefficients=None):
    windows = system.periods if windows is None else windows
    coefficients = system.esG if coefficients is None else coefficients
    values = average(coefficients, system.G, system.centres, windows)
    return values[1] - values[0]


def direct_edges(system):
    edges = []
    for centre, period in zip(system.centres, system.periods):
        size = 2 * int(np.ceil(period / GRID_STEP / 2)) + 1
        z = centre - period/2 + np.arange(size)*period/size
        local = evaluate(system.totalG, system.G, z)
        edges.append(band_pair(local, period, np.pi / period))
    return np.array(edges)


# Bulk crystals in their relaxed and coherently strained states.
strain_b = A_LATERAL / B_LATERAL - 1
strained_b_period = B_PERIOD * (1 - STRAIN_RATIO * strain_b)
strain_a = B_LATERAL / A_LATERAL - 1
strained_a_period = A_PERIOD * (1 - STRAIN_RATIO * strain_a)
bulk_a = bulk(A_PERIOD, A_LATERAL**2, A_W)
bulk_b = bulk(strained_b_period, A_LATERAL**2, B_W)
relaxed_b = bulk(B_PERIOD, B_LATERAL**2, B_W)
strained_a = bulk(strained_a_period, B_LATERAL**2, A_W)

# Thickness convergence on substrate A.
counts = [2, 4, 6, 8, 12]
systems = {n: superlattice(n, A_PERIOD, strained_b_period, A_LATERAL**2)
           for n in counts}
offsets = {n: bulk_b.edges - bulk_a.edges + lineup(systems[n])
           for n in counts}
thick = systems[12]
reference = offsets[12]
thickness_error = {n: abs(offsets[n][0] - reference[0]) for n in counts}
assert thickness_error[8] < thickness_error[2]
assert thickness_error[8] * EV < 0.010

# Independent edges of periodically continued central cells.
central = direct_edges(thick)
direct_offsets = central[1] - central[0]
assert np.max(np.abs(direct_offsets - reference)) * EV < 0.002

# A different potential reference must leave the physical offset unchanged.
total_lineup = lineup(thick, coefficients=thick.totalG)
total_valence = ((bulk_b.edges[0] - bulk_b.potential.mean())
                 - (bulk_a.edges[0] - bulk_a.potential.mean())
                 + total_lineup)
assert abs(total_valence - reference[0]) * EV < 0.002

# The Fourier filter is checked by two nested real-space averages.
nodes, weights = np.polynomial.legendre.leggauss(40)
shifts = (nodes[:, None]*A_PERIOD/2
          + nodes[None, :]*strained_b_period/2)
for point in [thick.centres[0], 12*A_PERIOD + 1.0]:
    values = evaluate(thick.esG, thick.G, (point + shifts).ravel())
    quadrature = weights @ values.reshape(shifts.shape) @ weights / 4
    filtered = average(thick.esG, thick.G, point, thick.periods)[0]
    assert abs(quadrature - filtered) < 1e-6

# The potential step must equal the dipole of the averaged charge.
z = np.linspace(*thick.centres, 2001)
charge = average(thick.rhoG, thick.G, z, thick.periods)
dipole_step = -4*np.pi*trapezoid((z - 12*A_PERIOD)*charge, z)
assert abs(dipole_step - lineup(thick)) < 1e-4

# Window mismatch: superlattice ripple versus bulk Fourier prediction.
cell_z = np.linspace(-strained_b_period/2, strained_b_period/2, 401)
single_ripple = np.ptp(average(thick.esG, thick.G,
                               thick.centres[1] + cell_z, [A_PERIOD]))
predicted_ripple = np.ptp(average(bulk_b.esG, bulk_b.G,
                                  cell_z, [A_PERIOD]))
double_ripple = np.ptp(average(thick.esG, thick.G,
                               thick.centres[1] + cell_z, thick.periods))
assert abs(single_ripple/predicted_ripple - 1) < 0.03
assert double_ripple * EV < 0.002
single_error = lineup(thick, [A_PERIOD]) - lineup(thick)
twice = lineup(thick, 2*np.array(thick.periods)) - lineup(thick)
thin_triple = (lineup(systems[4], 3*np.array(thick.periods))
               - lineup(thick))
assert abs(twice) * EV < 0.002
assert abs(thin_triple) > thickness_error[4]

# Relaxed bulk edges are wrong for a strained layer.
wrong_offsets = relaxed_b.edges - bulk_a.edges + lineup(thick)
wrong_error = wrong_offsets - direct_offsets
assert abs(wrong_error[0]) * EV > 0.020

# Exchange of substrate changes which crystal is strained.
on_b = superlattice(8, strained_a_period, B_PERIOD, B_LATERAL**2)
on_b_offsets = relaxed_b.edges - strained_a.edges + lineup(on_b)
on_b_central = direct_edges(on_b)
on_b_direct = on_b_central[1] - on_b_central[0]
assert np.max(np.abs(on_b_direct - on_b_offsets)) * EV < 0.010

# Confinement of the highest filled superlattice level.
confinement = {}
for n in [6, 12]:
    system = systems[n]
    levels = average(system.esG, system.G, system.centres, system.periods)
    valence_edge = max(bulk_a.edges[0]+levels[0], bulk_b.edges[0]+levels[1])
    top = eigvalsh(kinetic(system.G, 0) + np.diag(system.potential),
                   subset_by_index=[system.planes-1, system.planes-1])[0]
    confinement[n] = valence_edge - top
confinement_ratio = confinement[12] / confinement[6]
assert confinement[12] > 0
assert 0.20 < confinement_ratio < 0.45


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Ionic charge per plane and cell", ION_CHARGE, "e", 1)
show("Ionic Gaussian width", ION_WIDTH, "bohr", 2)
show("Short-range Gaussian width", SHORT_WIDTH, "bohr", 2)
show("A relaxed period", A_PERIOD, "bohr", 3)
show("B relaxed period", B_PERIOD, "bohr", 3)
show("A in-plane length", A_LATERAL, "bohr", 3)
show("B in-plane length", B_LATERAL, "bohr", 3)
show("A short-range strength W", A_W, "hartree bohr^3", 1)
show("B short-range strength W", B_W, "hartree bohr^3", 1)
show("Strain ratio D", STRAIN_RATIO, "(dimensionless)", 2)
show("B in-plane strain on A", 100*strain_b, "%", 3)
show("B strained period on A", strained_b_period, "bohr", 4)
for name, crystal in [("A relaxed", bulk_a), ("B strained", bulk_b),
                      ("B relaxed", relaxed_b), ("A strained", strained_a)]:
    show(name + " valence edge", crystal.edges[0]*EV, "eV")
    show(name + " conduction edge", crystal.edges[1]*EV, "eV")
for n in counts:
    show(f"Valence offset, {n} planes per layer", offsets[n][0]*EV, "eV", 5)
show("Electrostatic lineup, 12 planes", lineup(thick)*EV, "eV", 5)
show("Lineup from averaged charge dipole", dipole_step*EV, "eV", 5)
show("Conduction offset, 12 planes", reference[1]*EV, "eV", 5)
show("Main valence offset in hartree", reference[0], "hartree", 6)
show("Direct central-cell valence offset", direct_offsets[0]*EV, "eV", 5)
show("Direct central-cell conduction offset", direct_offsets[1]*EV, "eV", 5)
show("Total-potential lineup", total_lineup*EV, "eV", 5)
show("Valence offset via total potential", total_valence*EV, "eV", 5)
show("Single A-window ripple in B", single_ripple*EV, "eV", 5)
show("Bulk prediction of that ripple", predicted_ripple*EV, "eV", 5)
show("Double-window ripple in B", double_ripple*EV, "eV", 6)
show("Single-window lineup error at centres", single_error*EV, "eV", 5)
show("Doubled-window change, 12 planes", twice*EV, "eV", 6)
show("Tripled-window lineup error, 4 planes", thin_triple*EV, "eV", 5)
show("Valence error from relaxed B edges", wrong_error[0]*EV, "eV", 5)
show("Conduction error from relaxed B edges", wrong_error[1]*EV, "eV", 5)
show("A in-plane strain on B", 100*strain_a, "%", 3)
show("A strained period on B", strained_a_period, "bohr", 4)
show("Lineup on substrate B, 8 planes", lineup(on_b)*EV, "eV", 5)
show("Valence offset on substrate B", on_b_offsets[0]*EV, "eV", 5)
show("Direct valence offset on substrate B", on_b_direct[0]*EV, "eV", 5)
show("Conduction offset on substrate B", on_b_offsets[1]*EV, "eV", 5)
show("Confinement shift, 6 planes", confinement[6]*EV, "eV", 5)
show("Confinement shift, 12 planes", confinement[12]*EV, "eV", 5)
show("Confinement ratio, 12 to 6 planes", confinement_ratio,
     "(dimensionless)", 4)
print("all assertions hold")
```

Running it gives:

```
Ionic charge per plane and cell: 2.0 e
Ionic Gaussian width: 0.50 bohr
Short-range Gaussian width: 0.80 bohr
A relaxed period: 6.000 bohr
B relaxed period: 6.200 bohr
A in-plane length: 7.000 bohr
B in-plane length: 7.200 bohr
A short-range strength W: 35.0 hartree bohr^3
B short-range strength W: 42.0 hartree bohr^3
Strain ratio D: 1.00 (dimensionless)
B in-plane strain on A: -2.778 %
B strained period on A: 6.3722 bohr
A relaxed valence edge: -8.9547 eV
A relaxed conduction edge: -0.5191 eV
B strained valence edge: -10.3945 eV
B strained conduction edge: -0.7940 eV
B relaxed valence edge: -9.7456 eV
B relaxed conduction edge: -0.6698 eV
A strained valence edge: -8.3327 eV
A strained conduction edge: -0.3710 eV
Valence offset, 2 planes per layer: -1.22968 eV
Valence offset, 4 planes per layer: -1.22191 eV
Valence offset, 6 planes per layer: -1.22186 eV
Valence offset, 8 planes per layer: -1.22186 eV
Valence offset, 12 planes per layer: -1.22186 eV
Electrostatic lineup, 12 planes: 0.21793 eV
Lineup from averaged charge dipole: 0.21793 eV
Conduction offset, 12 planes: -0.05703 eV
Main valence offset in hartree: -0.044902 hartree
Direct central-cell valence offset: -1.22186 eV
Direct central-cell conduction offset: -0.05703 eV
Total-potential lineup: 0.02027 eV
Valence offset via total potential: -1.22186 eV
Single A-window ripple in B: 0.17268 eV
Bulk prediction of that ripple: 0.17268 eV
Double-window ripple in B: 0.000000 eV
Single-window lineup error at centres: 0.11747 eV
Doubled-window change, 12 planes: -0.000000 eV
Tripled-window lineup error, 4 planes: -0.05029 eV
Valence error from relaxed B edges: 0.64886 eV
Conduction error from relaxed B edges: 0.12426 eV
A in-plane strain on B: 2.857 %
A strained period on B: 5.8286 bohr
Lineup on substrate B, 8 planes: 0.23393 eV
Valence offset on substrate B: -1.17896 eV
Direct valence offset on substrate B: -1.17896 eV
Conduction offset on substrate B: -0.06481 eV
Confinement shift, 6 planes: 0.06047 eV
Confinement shift, 12 planes: 0.01902 eV
Confinement ratio, 12 to 6 planes: 0.3145 (dimensionless)
all assertions hold
```
